# Why raising RK_max does not remove the LAPW linearization error

## A sphere that fills the cell

Take a free particle of zero angular momentum in a sphere of radius $R$ with a hard wall. In Hartree atomic units, used throughout, its lowest energy is $\pi^2/(2R^2)\approx 4.93/R^2$. Now treat it by the LAPW method, with an augmentation sphere that fills the whole cell and an energy parameter $E_l=0$.

Inside the sphere, the method uses a radial solution $u$ at $E_l$ and its energy derivative $\dot u$. At zero energy the regular solution is a constant. The energy derivative obeys $-\tfrac12\nabla^2\dot u=u$, so it is a multiple of $-r^2/3$ plus a constant, because $\nabla^2r^2=6$. Every wave $\sin(n\pi r/R)/r$ vanishes at the wall, and so must its augmented version. Up to a factor, the only combination of $1$ and $r^2$ that does so is

$$f(r)=1-r^2/R^2 .$$

All the waves, however short their wavelength, are turned into multiples of this one function. With $\rho=r/R$ its energy is

$$\frac{\tfrac12\int_0^1(2\rho)^2\rho^2d\rho}{R^2\int_0^1(1-\rho^2)^2\rho^2d\rho}
=\frac{2/5}{R^2(1/3-2/5+1/7)}=\frac{21}{4R^2}.$$

This is 6.4% above the exact energy, and a larger cutoff $K_{\max}$ cannot change it.

## The belief and its appeal

The belief is that the product $RK_{\max}$ controls the whole basis error of an LAPW calculation, so that raising it until the eigenvalues stop moving yields the eigenvalues of the given Hamiltonian.

There are good reasons to think so. Plane waves are a complete set, and more of them mean a larger variational space. The eigenvalues fall and level off, as they do in a plane-wave calculation. In the interstitial region, where the waves are left as they are, the expansion does become complete.

In the sphere, however, each wave is replaced. For each $l$ (and $m$) the replacement is a combination of two fixed radial functions. More waves supply more sets of coefficients for these functions, but no third function. The opening example has no interstitial region to hide this. With one present, we must find what the eigenvalues converge to.

## Model and radial functions

Let the potential be fixed and spherical for $r<R$. The sphere sits in a spherical cell of radius $S>R$ with a hard wall, and the potential is zero for $R<r<S$. Angular momentum is then conserved and one $l$ can be studied alone. The waves are $j_l(K_nr)$ with $j_l(K_nS)=0$; they play the part of plane waves projected on one $l$. Relativity is left out. $H$ denotes the radial Hamiltonian, including the centrifugal term.

The function $u$ satisfies $(H-E_l)u=0$ and $\int_0^Ru^2r^2dr=1$. Differentiating both statements with respect to energy gives

$$(H-E_l)\dot u=u,\qquad \langle u|\dot u\rangle=0 .$$

Brackets are integrals over the sphere with weight $r^2$. Let $N=\langle\dot u|\dot u\rangle$ and $h=R^2/2$. Below, $u,\dot u$ and the radial slopes $u',\dot u'$ without argument are values at $R$ whenever they stand outside brackets.

Since the kinetic operator is $-\frac{1}{2r^2}\frac{d}{dr}r^2\frac{d}{dr}$, integration by parts gives for two regular functions

$$\langle f|Hg\rangle-\langle g|Hf\rangle=-h\,(fg'-gf')_R .$$

For $f=u$, $g=\dot u$ the left side is $\langle u|E_l\dot u+u\rangle-E_l\langle\dot u|u\rangle=1$. Hence

$$h\,(u\dot u'-\dot u u')=-1. \tag{1}$$

The determinant for matching value and slope is never zero, so every wave can be augmented, and in one way.

## The space reached at infinite cutoff

For a continuous function $\varphi$ the energy can be written with first derivatives,

$$\mathcal E[\varphi]=\int_0^S\left[\tfrac12\varphi'^2+\frac{l(l+1)}{2r^2}\varphi^2+V\varphi^2\right]r^2dr .$$

For LAPW functions, whose slope is continuous, this equals $\langle\varphi|H|\varphi\rangle$ over the cell.

Let $\mathcal V$ be the space of continuous functions of finite energy that vanish at the wall, are free in the interstitial, and lie in $\mathrm{span}\{u,\dot u\}$ in the sphere. A kink at $R$ is allowed. Every LAPW function belongs to $\mathcal V$, so the lowest LAPW eigenvalue cannot fall below the minimum over $\mathcal V$.

It also reaches that minimum. Take a member of $\mathcal V$ whose interstitial part $g$ is smooth, and let $\kappa$ be the inner slope minus $g'(R)$. Add to $g$ the layer

$$w(r)=\kappa\,(r-R)\,e^{-(r-R)/\delta},$$

cut off smoothly before the wall. It leaves the value at $R$ alone and removes the kink. For small $\delta$ its kinetic energy is

$$h\kappa^2\delta\int_0^\infty(1-s)^2e^{-2s}ds=\tfrac14h\kappa^2\delta ,$$

which vanishes with $\delta$. The cross term with $g$ vanishes too, since after integration by parts it contains $w$ and not $w'$. The corrected interstitial function can be continued smoothly into $r<R$ and expanded in the waves. Its values and slopes at $R$ converge, and by (1) so do the coefficients of $u$ and $\dot u$.

The LAPW limit is therefore the minimum over $\mathcal V$. The APW+lo basis has the same limit if $u(R)\ne0$. It matches each wave to $u$ in value only and adds a local orbital made of $u$ and $\dot u$ that vanishes at $R$, so it spans the same functions in the sphere and permits the kink from the start.

## An equation for the limit

Let $\lambda$ be the eigenvalue, $x=\lambda-E_l$, and $v=au+b\dot u$ the function in the sphere. The sphere's part of $\mathcal E-\lambda\langle\varphi|\varphi\rangle$ is, after integration by parts,

$$F=\langle v|(H-\lambda)v\rangle+h\,v(R)v'(R).$$

From $(H-\lambda)u=-xu$ and $(H-\lambda)\dot u=u-x\dot u$, the first term is

$$\langle v|(H-\lambda)v\rangle=-xa^2+ab-xNb^2 .$$

For the second, write $s=v(R)=au+b\dot u$, $D_0=u'/u$ and $t=\dot u/u$, with $u(R)\neq0$. By (1),

$$v'(R)=D_0s+b\,(\dot u'-D_0\dot u)=D_0s-\frac{b}{hu}.$$

Since $s/u=a+tb$, this gives $h\,v(R)v'(R)=hD_0s^2-ab-tb^2$. The products $ab$ cancel in the sum:

$$F=hD_0s^2-xa^2-qb^2,\qquad q=t+xN .$$

Now make $F$ stationary at fixed surface value, that is, at fixed $a+tb=s/u$. With a Lagrange multiplier $\mu$ the conditions are $xa=\mu$ and $qb=\mu t$. The constraint gives $\mu(1/x+t^2/q)=s/u$, and

$$-xa^2-qb^2=-\mu^2\left(\frac1x+\frac{t^2}{q}\right)=-\frac{s^2}{u^2}\,\frac{xq}{q+xt^2}.$$

Thus $F=hD_{\rm lin}s^2$ with

$$D_{\rm lin}(\lambda)=\frac{u'}{u}-\frac{x}{hu^2}\,\frac{t+xN}{t+x(N+t^2)} . \tag{2}$$

For an exact solution in the sphere the volume term of $F$ is zero, and $F=hDs^2$ with the true logarithmic derivative $D(\lambda)$. The interstitial function is free, so it solves its equation exactly and contributes $-hD_{\rm out}s^2$; the sign is negative because $R$ is the lower end of its interval. Stationarity with respect to $s$ then gives

$$D_{\rm lin}(\lambda_\infty)=D_{\rm out}(\lambda_\infty), \tag{3}$$

whereas the exact level $\varepsilon$ obeys $D(\varepsilon)=D_{\rm out}(\varepsilon)$. The infinite cutoff solves a matching problem with the wrong logarithmic derivative, and $E_l$ enters through (2).

In a crystal with a muffin-tin potential, the sphere's contribution is a sum over $l,m$ of terms $hD_{{\rm lin},l}|s_{lm}|^2$, where $s_{lm}$ are the surface amplitudes. The argument then applies to each $l$, provided the angular cutoff $l_{\max}$ also goes to infinity.

## Size and sign of the error

The exact radial function is $u(\lambda)=u+x\dot u+\tfrac12x^2\ddot u+\dots$, so what the span lacks is of order $x^2$. Let $v$ be the exact solution in the sphere and $v+\eta$ a function in the span with the same surface value, so that $\eta(R)=0$. Since $(H-\lambda)v=0$, the terms linear in $\eta$ vanish and

$$F[v+\eta]-F[v]=\langle\eta|(H-\lambda)\eta\rangle .$$

Suppose $\lambda$ lies below the first level of the sphere with a hard wall at $R$. The right side is then positive for every $\eta\neq0$, and the stationary point in the span is a minimum. Hence $D_{\rm lin}\ge D$. As $\eta$ can be chosen of order $x^2$, the difference is at most of order $x^4$.

To turn it into an energy, expand (3) about $\varepsilon$:

$$D_{\rm lin}(\varepsilon)-D(\varepsilon)\approx(\lambda_\infty-\varepsilon)\,\frac{d}{d\varepsilon}(D_{\rm out}-D).$$

By (1), $dD/dE=(u\dot u'-\dot uu')/u^2=-1/(hu^2)$ for a function normalized in the sphere. So $-h\,dD/dE$ is the norm in the sphere divided by the squared surface value. The same identity in the interstitial, with the opposite sign from the lower limit, makes $h\,dD_{\rm out}/dE$ the corresponding interstitial norm. Their sum is $1/\psi(R)^2$ for the exact radial function $\psi$ normalized in the cell, and to first order

$$\lambda_\infty-\varepsilon\approx h\,\psi(R)^2\,[D_{\rm lin}(\varepsilon)-D(\varepsilon)] . \tag{4}$$

The error is at most of fourth order in $\varepsilon-E_l$. Equation (4) must not be read as saying that a small surface amplitude always makes the error small. If $\psi(R)$ goes to zero at fixed $E_l\neq\varepsilon$, so does the right side of (4), because $\psi^2D=\psi\psi'$ vanishes at $R$ and $D_{\rm lin}(\varepsilon)$ stays finite. When this happens because the state spreads into a large interstitial region, (4) remains valid and the error does shrink: for a free particle in a growing cell, $D(\varepsilon)$ tends to zero while its first pole stays at $\pi^2/(2R^2)$. But when the state keeps its weight in the sphere, $\varepsilon$ approaches a hard-wall level of the sphere, where $D$ has a pole, and the first-order expansion fails. The opening example has $\psi(R)=0$ and a finite error. The error vanishes for $E_l=\varepsilon$, where the exact radial function is $u$ itself. The belief is then right for that one state. A single $E_l$ cannot do this for all the energies of a band of finite width.

## A number

Take round model parameters: $R=2$ bohr, $S=3$ bohr, and a constant potential of $-0.5$ Ha in the sphere. For $l=0$ the logarithmic derivatives are

$$D=p\cot pR-\frac1R,\qquad D_{\rm out}=-k\cot k(S-R)-\frac1R,$$

with $p=\sqrt{2(\lambda+0.5)}$ and $k=\sqrt{2\lambda}$. Equating them gives the lowest exact level, $\varepsilon=0.13315$ Ha. It lies below the hard-wall level of the sphere, $\pi^2/(2R^2)-0.5\approx0.73$ Ha, as the sign argument requires.

Choose $E_l=0.6$ Ha, deliberately far from the level. Differentiating the normalized $j_0$ solution with respect to energy gives, in atomic units,

$$u=0.084695,\quad \dot u=-0.627343,\quad u'=-0.752383,\quad N=0.525011 .$$

Hence $t=-7.4071$ and $u'/u=-8.8834$. At $\lambda=\varepsilon$ we have $x=-0.466851$, and with $h=2$ equation (2) reads

$$D_{\rm lin}(\varepsilon)=-8.8834+32.541\times\frac{-7.6522}{-33.266}=-1.3980 .$$

The exact value is $D(\varepsilon)=-1.4096$, so the difference is $0.0116$. With $\psi(R)^2=0.1060$ bohr$^{-3}$, equation (4) gives a shift of $2\times0.1060\times0.0116\approx2.5$ mHa. The numerical root of (3) is $\lambda_\infty=0.13558$ Ha, which is 2.431 mHa, or 0.066 eV, above the exact level.

The next table shows what happens on the way there. The lowest eigenvalue was computed in three bases built from the same waves: LAPW, APW+lo, and the waves without augmentation. Augmented waves become nearly linearly dependent when there are many of them, so their matrices were treated with 110-digit arithmetic. Errors are relative to $\varepsilon$, in mHa.

| waves | $RK_{\max}$ | LAPW | APW+lo | plain |
|---:|---:|---:|---:|---:|
| 4 | 8.4 | 2.918 | 2.431 | 0.240 |
| 5 | 10.5 | 2.732 | 2.431 | 0.152 |
| 8 | 16.8 | 2.543 | 2.431 | 0.038 |
| 16 | 33.5 | 2.458 | 2.431 | 0.004 |
| 32 | 67.0 | 2.438 | 2.431 | 0.001 |

The plain waves approach the exact level. Augmenting the same waves produces a floor at 2.431 mHa, so the floor is a property of the sphere space. That plain waves do better at every size in the table has two causes: $E_l$ was chosen far from the level (with $E_l=0.2$ Ha the floor is 0.0007 mHa, below the plain-wave error at 16 waves), and a shallow constant well is easy for them. The rapid oscillations of a valence function near a nucleus are not, and they are the reason for augmenting.

The table also shows why a convergence curve misleads. From $RK_{\max}=8.4$ to $10.5$ the LAPW energy falls by 0.19 mHa, while the remaining error is 2.73 mHa. The change between successive cutoffs measures progress towards $\lambda_\infty$, and it goes to zero with growing cutoff whatever the size of $\lambda_\infty-\varepsilon$.

## The slow part that more waves do remove

LAPW approaches the floor slowly, while APW+lo is there at once on the scale of the table. The limiting function has a kink. The conditions $xa=\mu$, $qb=\mu t$ give $b=(s/u)\,xt/(q+xt^2)$, so the inner slope $D_0s-b/(hu)$ differs from the outer slope $D_{\rm lin}s$ by $\kappa=x^2Ns/[hu^2(q+xt^2)]$, which is nonzero for $x\neq0$. APW+lo permits this kink, while LAPW must hide it in a thin layer.

A scaling argument gives the rate for $l=0$. With $\theta=\pi r/S$, a sum of $n$ waves times $r$ is $\sin\theta$ times a polynomial of degree $n-1$ in $\cos\theta$. The slope of the layer is thus, up to smooth factors, a polynomial with a prescribed value at one end of an interval, and its squared integral should be small. On $[-1,1]$ write such a polynomial of degree $n$ as $\sum_kc_kP_k$ in Legendre polynomials. Its value at the end is $\sum_kc_k=1$, and its squared integral is $\sum_k2c_k^2/(2k+1)$. By the Cauchy–Schwarz inequality the smallest possible value is

$$\left[\sum_{k=0}^{n}\frac{2k+1}{2}\right]^{-1}=\frac{2}{(n+1)^2}.$$

The cost of hiding the kink should therefore fall as $K_{\max}^{-2}$. Between 16 and 32 waves the LAPW excess over $\lambda_\infty$ drops from $2.66\times10^{-5}$ to $6.5\times10^{-6}$ Ha, which corresponds to a power of 2.03. This part of the error is the one for which the belief holds.

## Moving the energy parameter

If the limit were the exact level, it would not depend on $E_l$. The roots of (3) for the same state show that it does:

| $E_l$ (Ha) | $\varepsilon-E_l$ (Ha) | $\lambda_\infty-\varepsilon$ (mHa) |
|---:|---:|---:|
| −0.4 | 0.533 | 1.753 |
| −0.2 | 0.333 | 0.318 |
| 0.0 | 0.133 | 0.0097 |
| 0.2 | −0.067 | 0.0007 |
| 0.4 | −0.267 | 0.220 |
| 0.6 | −0.467 | 2.431 |

When $E_l$ is moved from 0.02 to 0.01 Ha away from the level, the error falls with a power of 3.99 below it and 4.01 above it. Over the wider range of the table the fourth power is only a guide: the error is larger at a distance of 0.467 Ha above the level than at 0.533 Ha below it. The coefficient of $x^4$ itself varies with $E_l$.

Nor is the effect special to $l=0$. For $l=2$ in the same cell, the lowest level is 1.5633 Ha, and $E_l=0.5$ Ha gives a limit 1.18 mHa above it.

## What does remove the error

The sphere space has to change, and three ways to change it are considered here. The first is to move $E_l$ towards the states of interest, which suffices when they lie close together.

The second is to add a local orbital, a function confined to the sphere that brings in a radial solution at a second energy $E_2$. The span can then reproduce $u(\lambda)$ up to a remainder of order $(\lambda-E_l)^2(\lambda-E_2)$, as in interpolation with a double node at $E_l$ and a single one at $E_2$. The energy error is of the order of its square. In the example with $E_l=0.6$ Ha, a local orbital with $E_2=0$, added to the APW+lo basis with 16 waves, lowers the error from 2.431 to 0.00016 mHa; here $E_2$ lies 0.133 Ha from the level. The remaining error grows roughly as $(\varepsilon-E_2)^2$: it is 0.0024 mHa for $E_2=-0.4$ Ha and 0.047 mHa for $E_2=2$ Ha, both still far below the old floor. Doubling the number of LAPW waves from 16 to 32 gained 0.020 mHa.

The third is to reduce $R$. With the potential and $E_l$ unchanged, a function that lies in the span of $u$ and $\dot u$ in the larger sphere also does so in the smaller one. The smaller sphere therefore admits every function of the old limit space and others besides, and the lowest limit cannot rise. The price is that the waves must describe the region given up, which may need a larger $K_{\max}$.

The upper bound has been shown here for the lowest state of a given $l$. For higher states it holds level by level, counted from the bottom of the spectrum. If the basis misses a deep level, the count is shifted, and an eigenvalue can no longer be compared with the exact one it happens to lie near.

A convergence study thus has two separate questions. Raising $RK_{\max}$ at fixed $E_l$ and $R$ asks whether the interstitial expansion is sufficient. Changing $E_l$, or adding a local orbital, at a sufficient cutoff asks whether the sphere space is.
